# The Bernards-Malliaras drain current of an organic electrochemical transistor

**A channel with almost no drain voltage**

A conducting polymer film of width \(W\), length \(L\) and thickness \(d\) joins a source to a drain and is covered by an electrolyte containing a gate electrode. The film is p-type: fixed anions in it are balanced by mobile holes. The source is at zero volts.

Suppose first that the drain is also very nearly at zero, so that the whole film has one potential. A positive gate voltage \(V_G\) drives cations from the electrolyte into the film. Each elementary charge that enters balances a fixed anion, and one hole leaves through the contacts.

The ions enter the bulk of the film, so the injected charge is counted per volume. Let it be \(C^*V_G\), with a constant volumetric capacitance \(C^*\). The zero of \(V_G\) is chosen so that the hole density is \(p_0\) at \(V_G=0\); any fixed electrode offset is absorbed in this choice. Neutrality gives

\[
p=p_0-\frac{C^*V_G}{e}=p_0\left(1-\frac{V_G}{V_p}\right),\qquad V_p=\frac{ep_0}{C^*}.
\]

At \(V_G=V_p\) the holes are used up, so \(V_p\) is the pinch-off voltage. With constant mobility \(\mu\), the film is a resistor of conductivity \(e\mu p\) and cross-section \(Wd\):

\[
I_D=G\left(1-\frac{V_G}{V_p}\right)V_D,\qquad G=\frac{ep_0\mu Wd}{L}.
\]

\(I_D\) is counted positive into the drain terminal, so a negative \(V_D\) gives a negative current. The limits are sensible: the undepleted conductance \(G\) at \(V_G=0\), and no conduction at \(V_G=V_p\).

For numbers, take \(W=L=100\) µm, \(d=100\) nm, \(C^*=40\) F/cm³, \(p_0=1.5\times10^{20}\) cm⁻³, \(\mu=2\) cm²/Vs and \(V_G=0.2\) V. The hole charge density is \(ep_0=24.03\) C/cm³, so

\[
V_p=\frac{24.03}{40}=0.6008\ \text{V},\qquad G=0.4807\ \text{mS}.
\]

The gate leaves a fraction \(1-0.2/0.6008=0.667\) of the holes.

**Letting the potential vary along the channel**

With an appreciable drain voltage, the channel potential \(V(x)\) runs from \(V(0)=0\) to \(V(L)=V_D\). Here \(V\) is the hole quasi-Fermi potential, the quantity fixed by ideal contacts. Four assumptions carry the local charge law over to this case:

- The state is steady, with no ionic or Faradaic current. The ions are then in equilibrium with the electrolyte at every \(x\), through the full thickness.
- The gate is non-polarizable and drops no extra voltage.
- The film is locally neutral, and \(L\gg d\), so the current runs along \(x\).
- \(C^*\) is constant with respect to \(V_G-V\), and \(\mu\) is constant.

The voltage that drives ions into the film at \(x\) is \(V_G-V(x)\). Hence

\[
p(x)=p_0-\frac{C^*}{e}\,[V_G-V(x)]=\frac{C^*}{e}\,u(x),\qquad u=V_p-V_G+V,
\]

as long as \(u\ge0\); otherwise \(p=0\). For \(V_D<0\) the drain end has the larger gate-to-channel voltage and loses more holes.

The current contains drift and diffusion. With electrostatic potential \(\phi\), diffusion constant \(D\) and the non-degenerate Einstein relation \(D=\mu k_BT/e\), the current density along \(+x\) is

\[
J_x=-e\mu p\frac{d\phi}{dx}-eD\frac{dp}{dx}
=-e\mu p\,\frac{d}{dx}\left[\phi+\frac{k_BT}{e}\ln\frac{p}{p_0}\right]
=-e\mu p\frac{dV}{dx}.
\]

The bracket is the quasi-Fermi potential, so diffusion is already contained in \(dV/dx\). For degenerate holes the logarithm and the Einstein relation both change, but the last form of \(J_x\) stays the same. Current entering at the drain flows along \(-x\), which removes the minus sign:

\[
I_D=Wd\,e\mu p\,\frac{dV}{dx}.
\]

In the steady state \(I_D\) is the same at every \(x\). Integrating over the length, and changing the variable on the right from \(x\) to \(V\), gives

\[
I_DL=Wd\mu\int_0^{V_D}ep\,dV=Wd\mu C^*\int_0^{V_D}(V_p-V_G+V)\,dV.
\]

With \(K=Wd\mu C^*/L=G/V_p\), the result is

\[
\boxed{I_D=K\left[(V_p-V_G)V_D+\frac{V_D^2}{2}\right]
=G\left[1-\frac{V_G-V_D/2}{V_p}\right]V_D}
\]

This is the Bernards-Malliaras current before pinch-off. The second form says that the channel acts as a resistor whose density belongs to the average of its two end potentials, \(V_D/2\).

**Limits of the first formula**

For \(|V_D|\ll 2(V_p-V_G)\) the quadratic term drops out and the uniform resistor returns.

A second check exchanges the names of source and drain. Measured from the old drain, the gate voltage is \(V_G-V_D\), the voltage of the other contact is \(-V_D\), and the current changes sign. The formula then predicts

\[
-K\left[(V_p-V_G+V_D)(-V_D)+\frac{V_D^2}{2}\right]
=K\left[(V_p-V_G)V_D+V_D^2-\frac{V_D^2}{2}\right],
\]

which is the original current, as it must be for a symmetric device.

In the example \(K=0.8000\) mA/V² and \(V_p-V_G=0.4008\) V. At \(V_D=-0.2\) V,

\[
I_D=0.8000\,[0.4008(-0.2)+0.0200]\ \text{mA}=-48.13\ \text{µA}.
\]

The uniform resistor would give \(0.4807\times0.667\times(-0.2)\) mA, about \(-64\) µA. That is a third too large in magnitude, because it ignores the loss of holes towards the drain, where the remaining fraction is 0.334.

**The potential profile**

Since \(du=dV\), the local current equation reads \(I_D=Wd\mu C^*u\,du/dx\), so \(u\,du/dx\) is constant and \(u^2\) is linear in \(x\). With \(u_S=V_p-V_G\) and \(u_D=u_S+V_D\),

\[
u^2(x)=u_S^2+(u_D^2-u_S^2)\frac{x}{L},\qquad
\frac{du}{dx}=\frac{u_D^2-u_S^2}{2Lu}.
\]

The gradient is steepest where \(u\), and with it the hole density, is smallest. At mid-channel the example has

\[
V=\sqrt{\tfrac12(0.4008^2+0.2008^2)}-0.4008=-0.084\ \text{V},
\]

not \(-0.1\) V: more than half of the voltage falls in the drain half. A numerical solution of the differential equation, with the current as an unknown, also gives \(-48.13\) µA and reproduces this profile.

**Past pinch-off**

Let \(0\le V_G<V_p\), so that the source end still has holes and no point of the channel needs more than \(p_0\). For \(V_G<0\) the results below, and the first formula, hold only if the film can be doped above \(p_0\) with the same \(C^*\). As \(V_D\) is made more negative, \(u_D\) reaches zero at \(V_D=V_G-V_p\), here \(-0.4008\) V. Beyond this the density must be set to zero wherever \(u<0\), since the linear law would give negative densities. The integral then stops at \(V=V_G-V_p\):

\[
I_D=-K\int_{V_G-V_p}^{0}(V_p-V_G+V)\,dV=-\frac K2(V_p-V_G)^2,
\qquad V_D\le V_G-V_p .
\]

The two expressions join with equal value and equal slope, because \(\partial I_D/\partial V_D=Ku_D\) vanishes at the joint. In the example the saturated current is \(-0.4000\times0.4008^2\) mA \(=-64.26\) µA.

A region without holes that still passes current needs explanation. Continuity gives the position at which a potential is reached:

\[
\frac{x}{L}=\frac{\int_0^{V(x)}p\,dV'}{\int_0^{V_D}p\,dV'} .
\]

Give the depleted part a small residual density \(\delta p_0\). Its share of the integral, and so of the length, is proportional to \(\delta\) at fixed voltages when \(\delta\) is small, and vanishes with it. The excess drain voltage therefore falls across a zone at the drain that shrinks to zero length in the ideal model, and the rest of the channel does not change.

The same equation shows why the current stops growing. If a magnitude \(|I|\) is imposed for negative drain bias, the holes run out at

\[
\frac{x}{L}=\frac{K(V_p-V_G)^2}{2|I|}.
\]

A current above the saturation value would exhaust them before the drain. For 1.02 times that value the formula gives \(1/1.02=0.9804\). Stepping numerically along the channel slice by slice gives 0.9805, while at 0.98 times the saturation current the holes last to the drain.

**Positive drain voltage**

Keep \(0\le V_G<V_p\), so that the source end has holes. For \(0\le V_D\le V_G\) every point of the channel still has \(V\le V_G\), and the first formula holds. If \(V_D>V_G\), the part with \(V>V_G\) would need more holes than \(p_0\). Suppose the film cannot be doped beyond \(p_0\). For \(0\le V_G<V_p\) the integral is split where \(V=V_G\):

\[
I_D=G\left[\int_0^{V_G}\left(1-\frac{V_G-V}{V_p}\right)dV+\int_{V_G}^{V_D}dV\right].
\]

The first integral is \(V_G-V_G^2/V_p+V_G^2/(2V_p)=V_G-V_G^2/(2V_p)\), and the second is \(V_D-V_G\). Their sum gives

\[
I_D=G\left[V_D-\frac{V_G^2}{2V_p}\right],\qquad V_D\ge V_G .
\]

At \(V_D=V_G\) this equals the first formula, and both slopes are \(G\). At \(V_D=+0.5\) V the current is \(0.4807(0.5-0.0333)\) mA \(=224.3\) µA. There is no saturation on this side, because raising the drain voltage removes no holes. If the film can be doped above \(p_0\) with the same \(C^*\), the first formula continues instead.

**Transconductance**

Differentiating the currents for negative \(V_D\) at fixed \(V_D\) gives

\[
g_m=\frac{\partial I_D}{\partial V_G}=
\begin{cases}
-KV_D, & V_G-V_p\le V_D\le0,\\
K(V_p-V_G), & V_D\le V_G-V_p.
\end{cases}
\]

For \(V_D<0\) and \(0\le V_G<V_p\) both are positive, although a positive gate step weakens the current: \(I_D\) is negative and moves towards zero. The values are 0.160 mS at \(V_D=-0.2\) V and 0.321 mS at \(-0.6\) V. Within the model \(g_m\) grows as \(Wd/L\) at fixed voltages and material constants. The thickness appears because the whole volume is gated.

**When diffusion has to be counted separately**

A constant \(C^*\) with respect to the quasi-Fermi potential cannot survive close to depletion. To see where it fails, let the capacitance be constant with respect to the electrostatic potential instead. Put \(y=p/p_0\) and \(V_T=k_BT/e\). The charge law becomes \(\phi-V_G=V_p(y-1)\), and adding the entropic part of \(V\) gives

\[
V-V_G=V_p(y-1)+V_T\ln y,\qquad dV=\left(V_p+\frac{V_T}{y}\right)dy .
\]

The total differential capacitance is now

\[
ep_0\frac{dy}{dV}=\frac{C^*}{1+V_T/(V_py)},
\]

which is close to \(C^*\) only for \(y\gg V_T/V_p\). The current follows from the same continuity argument:

\[
\frac{I_D}{G}=\int_{y_S}^{y_D}(V_py+V_T)\,dy
=\left[\frac{V_py^2}{2}+V_Ty\right]_{y_S}^{y_D},
\]

where \(y_S\) and \(y_D\) solve the charge law at \(V=0\) and \(V=V_D\). The quadratic term is drift and the linear term is diffusion. For \(V_T\to0\) the earlier result returns.

At 298 K, \(V_T=25.68\) mV. Keeping 40 F/cm³ for the electrostatic capacitance, the current becomes \(-50.8\) µA at \(V_D=-0.2\) V, a 5.6 % increase in magnitude over the ideal value. At \(-0.6\) V it becomes \(-75.9\) µA, an increase of 18.1 %. A finite-volume drift-diffusion solution gives \(-75.88\) µA there, against \(-75.86\) µA from the formula.

These percentages rest on the non-degenerate Einstein relation, which is doubtful at \(p_0=1.5\times10^{20}\) cm⁻³. For comparison, a parabolic band with the free-electron mass has an effective density of states of only about \(2.5\times10^{19}\) cm⁻³ at this temperature. In a degenerate film \(D\) exceeds \(\mu k_BT/e\), and at the same electrostatic capacitance both the corrections and the pinch-off zone described below are larger: Fermi-Dirac statistics in that parabolic band give about 12 % and 35 %. The size also depends on what 40 F/cm³ stands for. A measured \(C^*\) is the total capacitance; if the total is matched to 40 F/cm³ at \(p=p_0\), the increases are only about 1.7 % and 9.5 % in the non-degenerate case and about 2 % and 10 % for the parabolic band. The values here show the mechanism, not the size to expect in a real film.

The size can be traced in saturation, where \(y_D\approx0\). Let \(y_0=1-V_G/V_p\) be the ideal source fraction. To first order in \(V_T\), the charge law gives \(y_S=y_0-(V_T/V_p)\ln y_0\). Inserting this in \(V_py_S^2/2+V_Ty_S\) and dividing by \(V_py_0^2/2\) gives the relative increase

\[
\frac{2V_T}{V_p-V_G}\,(1-\ln y_0)=\frac{2\times0.02568}{0.4008}\times1.405\approx0.18 .
\]

The 1 in the bracket is the diffusion current; the logarithm comes from the extra holes at the source. The correction grows as \(V_G\) approaches \(V_p\), and the ideal law fails once \(V_p-V_G\) is only a few \(V_T\).

The pinch-off zone also becomes finite. The stretch between \(V=-0.4008\) V and the drain at \(-0.6\) V occupies 3.5 % of the length at 298 K. Setting the temperature to 10 K, purely as a limit, reduces it to 0.016 %.

**The numbers beside a real device**

The parameters lie in the rough regime of PEDOT:PSS films in aqueous electrolyte with an Ag/AgCl gate, for which tens of F/cm³ and mobilities of order 1 cm²/Vs are typical. They do not describe a particular device. The following changes are relative to the ideal current at the same terminal voltages. Each is computed alone, and they need not add.

With the values assumed below, the largest of them comes from mobility that depends on density. If \(\mu\) is replaced by \(\mu(p/p_0)^s\), the saturated current is multiplied by

\[
\frac{\int_0^{y_0}y^{1+s}dy}{\int_0^{y_0}y\,dy}=\frac{2}{2+s}\,y_0^s .
\]

For an assumed \(s=0.5\) this is \(0.8\times0.667^{0.5}=0.653\), a fall of 35 %, with the mobility at \(p_0\) held fixed. A mobility obtained by dividing the current by the ideal expression is then an average over the channel potential, weighted by the hole density. The transconductance gives another value: the saturated current varies as \(y_0^{2+s}\), and differentiating it with respect to \(V_G\) gives the ideal \(g_m\) times \(y_0^s=0.817\), which corresponds to the mobility at the source end.

An assumed contact resistance of 1 Ω cm, or 100 Ω per contact at this width, lowers the current magnitude by 4.6 % at \(-0.2\) V and 3.1 % at \(-0.6\) V. Shortening the channel at fixed width raises the current and makes this loss larger.

Neutrality is well satisfied at drain voltages clearly short of pinch-off. For an assumed relative permittivity of 10, the space charge needed to curve the potential is \(5\times10^{-10}\) of the hole charge at \(x=0.99L\) and \(V_D=-0.2\) V. The ratio rises steeply at the drain end as pinch-off is approached, and the estimate does not cover the pinch-off zone, where the ideal gradient diverges.

Faradaic current is less certain. Take oxygen reduction with four electrons per molecule over the channel area \(WL\). The current is then \(4FWL\) times diffusivity times concentration divided by layer thickness, where \(F\) is the Faraday constant. Diffusion through an assumed 100 µm layer, with diffusivity \(2\times10^{-5}\) cm²/s and concentration \(2.5\times10^{-7}\) mol/cm³, gives 19 nA, or 0.03 % of the saturated current. The layer is as thick as the channel is wide, so supply from the sides matters: it raises this value roughly threefold if the surrounding surface consumes no oxygen. At \(V_D=-0.6\) V the drain also lies 0.80 V below the gate. If the electrode offset is small, this is past the threshold at which hydrogen evolution becomes thermodynamically possible in neutral water, about \(-0.6\) V against Ag/AgCl in saturated KCl and about \(-0.7\) V against Ag/AgCl in 0.1 M chloride. Its rate is not estimated here. A drain voltage just beyond \(-0.40\) V already saturates the ideal device and reduces that exposure.

The full set of values is in the numerical output below.

## Numbers as computed

```
channel width, length: 100, 100 um
channel thickness: 100 nm
volumetric capacitance: 40 F/cm3
hole density p0: 1.50e+20 cm^-3
hole mobility: 2.0 cm2/Vs
gate voltage: 0.20 V
hole charge density e p0: 24.03 C/cm3
undepleted conductivity: 48.07 S/cm
pinch-off voltage Vp: 0.6008 V
prefactor K = W d mu C/L: 0.8000 mA/V2
undepleted conductance G: 0.4807 mS
saturation begins at VD: -0.4008 V
source-end hole fraction: 0.6671
drain-end hole fraction at VD=-0.2 V: 0.3342
mid-channel potential at VD=-0.2 V: -0.0838 V
current at VD=-0.2 V: -48.13 uA
  same from boundary-value solution: -48.13 uA
current at VD=-0.6 V: -64.26 uA
  same from density integral: -64.26 uA
current at VD=+0.5 V: 224.33 uA
transconductance at VD=-0.2 V: 0.1600 mS
transconductance at VD=-0.6 V: 0.3207 mS
holes run out at x/L, 1.02 x saturation current: 0.9805
temperature: 298 K
thermal voltage: 25.68 mV
with diffusion, VD=-0.2 V: -50.81 uA
  change: +5.6 %
with diffusion, VD=-0.6 V: -75.86 uA
  change: +18.1 %
  finite-volume solution: -75.88 uA
pinch-off zone, share of length: 3.46 %
  same at 10 K (limit check only): 0.0158 %
assumed mobility exponent: 0.5
  saturation current change: -34.7 %
assumed contact resistance x width: 1.0 ohm cm
  resistance per contact: 100 ohm
  current change at VD=-0.2 V: -4.6 %
  current change at VD=-0.6 V: -3.1 %
assumed relative permittivity: 10
  non-neutral charge/hole charge at x=0.99L, VD=-0.2 V: 4.6e-10
assumed oxygen diffusivity: 2.0e-05 cm2/s
assumed oxygen concentration: 2.5e-07 mol/cm3
assumed diffusion layer: 100 um
  oxygen-reduction current: 19.3 nA
  share of saturation current: 0.030 %
largest gate-drain voltage, VD=-0.6 V: 0.80 V
```
